K-shell fluorescence yield from hydrogenic radiative and Auger rates, part 2

Protons eject 1s electrons from atoms in a copper film. The fluorescence yield ω_K, the fraction of K-shell vacancies that end in a photon, is needed to turn an X-ray count into a thickness. The hydrogenic model has one 1s vacancy, a full L shell and nonrelativistic electrons in the bare field of a nucleus of atomic number Z; only L electrons take part in the decay. In atomic units, with α the fine-structure constant, a photon of frequency ω is emitted at the rate

Γ = (4/3) α³ ω³ |**d**|²,   (4)

where **d** is the dipole matrix element. The total radiative rate is

Γ_r = (256/2187) α³ Z⁴ = 4.54870×10⁻⁸ Z⁴ hartree/ħ.   (5)

The Auger rate Γ_A is independent of Z, so

ω_K = Z⁴/(Z⁴ + a), a = 2187 Γ_A/(256 α³).   (10)

Γ_A is computed at Z = 1, where x = Zr equals r and the radial functions P equal f:

−½ f″ + [l(l+1)/(2x²) − 1/x] f = (E/Z²) f   (2)

f_1s = 2x e^(−x)
f_2s = x(1 − x/2) e^(−x/2)/√2
f_2p = x² e^(−x/2)/(2√6).

The dipole integral is D = ∫ P_1s r P_2p dr = 1.29027/Z bohr. The outgoing wave f_ε has energy 1/4, wave number k = κ and the energy normalization

P_ε(r) → √[2/(πk)] sin(phase).   (7)

If an electron from orbital a fills the vacancy and one from b leaves with angular momentum l, the radial integral R(a; l, b) is

R = ∫∫ P_1s(r₁) P_a(r₁) [r_<^k'/r_>^(k'+1)] P_ε(r₂) P_b(r₂) dr₁ dr₂,   (9)

with multipole order k' = l_a, written k below. Let d = R(a; l, b)/(2l_a + 1) and e = R(b; l, a)/(2l_b + 1). Two different subshells give

Γ = 2π Σ_l 2G_l (d² + e² − de) = 4π Σ_l G_l (d² + e² − de),   (12)

and one subshell gives

Γ = 2π Σ_l G_l d².   (13)

The angular weights are G₀ = 1 for 2s2s, G₁ = 3 for 2s2p, and G₀ = 3, G₂ = 6 for 2p2p.

**Reduction to single integrals**

The integral over r₁ in (9) is the potential u(x) made by the product of the 1s orbital and the orbital a. For a density ρ(x) and multipole order k,

u(x) = x^(−k−1) ∫₀^x ρ s^k ds + x^k ∫_x^∞ ρ s^(−k−1) ds.

For a = 2s, k = 0 and ρ = √2 x²(1 − x/2)e^(−3x/2). Let F = x u. One derivative gives F′ = ∫_x^∞(ρ/s)ds, the two boundary terms ±ρ having cancelled, and a second gives F″ = −ρ/x. F vanishes at x = 0, and also at infinity, because 1s and 2s are orthogonal and the total of ρ is zero. Try F = (Ax + Bx²)e^(−3x/2):

F″ = [2B − 3A + (9A/4 − 6B)x + (9B/4)x²] e^(−3x/2).

The right side is −ρ/x = (−√2 x + x²/√2)e^(−3x/2). The constant term requires B = 3A/2. The linear term is then −27A/4 = −√2, so A = 4√2/27, and the quadratic term 27A/8 = 1/√2 agrees. Two solutions could differ only by a linear function, and the conditions at both ends exclude it. Thus

u_2s = (2√2/27)(2 + 3x) e^(−3x/2).   (14)

For a = 2p, k = 1 and ρ = x³e^(−3x/2)/√6. With c = 3/2, repeated integration by parts gives

∫₀^x s⁴e^(−cs) ds = 24/c⁵ − e^(−cx)(x⁴/c + 4x³/c² + 12x²/c³ + 24x/c⁴ + 24/c⁵)
∫_x^∞ s e^(−cs) ds = e^(−cx)(x/c + 1/c²).

Divide the first by x², multiply the second by x, and add. The terms ∓x²/c cancel, and −4x/c² + x/c² = −3x/c². With 24/c⁵ = 256/81 and 3/c² = 4/3,

u_2p = (1/√6) { [256/(81x²)] [1 − (1 + 3x/2 + 9x²/8)e^(−3x/2)] − (4x/3)e^(−3x/2) }.   (15)

At large x this tends to 1.290/x², the radial part of the potential of a dipole whose size is the integral D at Z = 1. At small x the square bracket is a difference of nearly equal numbers; code should evaluate it as the regularized incomplete gamma function of order 3 at 3x/2.

**The outgoing wave**

For energy 1/4, equation (2) becomes

f″ = [l(l+1)/x² − 2/x − 1/2] f.

The solution regular at the origin is a Coulomb wave function. In the usual notation, where F_l(η, ρ) tends to a sine of unit amplitude,

f_ε = √[2/(πκ)] F_l(−√2, x/√2), κ = 1/√2.   (16)

If no such routine is at hand, integrate the equation outward from f ∝ x^(l+1)[1 − x/(l+1)] and fix the scale at large x. There f ≈ C q^(−1/2) sinφ, where q is the local wave number, q² = 1/2 + 2/x − l(l+1)/x², and φ′ = q. Differentiation gives f′ + q′f/(2q) = C q^(1/2) cosφ, and sin² + cos² = 1 leads to

C² = q f² + [f′ + q′f/(2q)]²/q.

Rescale f so that C² = 2/π. This reproduces (7), since q tends to the asymptotic wave number.

**The five integrals and the Auger rate**

Each radial integral is now R(a; l, b) = ∫u_a f_ε f_b dx. Their values in atomic units are

I₁ = R(2s; 0, 2s) = 0.019897
I₂ = R(2s; 1, 2p) = 0.017587
I₃ = R(2p; 1, 2s) = 0.031026
I₄ = R(2p; 0, 2p) = −0.029994
I₅ = R(2p; 2, 2p) = 0.073445.

Equations (12) and (13), with the divisors 2l_a + 1, give in hartree/ħ

2s2s: 2π I₁² = 0.002488
2s2p: 12π (I₂² + I₃²/9 − I₂I₃/3) = 0.008836
2p2p: 2π (I₄²/3 + 2I₅²/3) = 0.024479.

The relative sign of I₂ and I₃ matters, because their product enters; that of I₄ does not. The total is

Γ_A = 0.035802 hartree/ħ,   (17)

equivalent to a width of 0.974 eV or a rate of 1.480×10¹⁵ per second. About two thirds of it comes from pairs of 2p electrons.

Two tests bear on this number. A direct sum over all pairs of L electrons with their spins, using antisymmetrized amplitudes and the same radial integrals, also gives 0.035802. For the l = 2 wave, the continuum was replaced by the discrete states of a sphere of radius 120 bohr at Z = 1. The squared coupling divided by the level spacing agreed with I₅² to about one part in 10⁵.

With 1/α = 137.036, equation (10) gives

a = (2187/256) × 0.035802 × 137.036³ = 7.87×10⁵,   (18)

and ω_K = 1/2 at Z = 29.8. A third test solved the radial equations separately for Z = 10, 16 and 24 on one common grid. The Auger widths agreed within 0.02 %. The yields were 0.01255, 0.07686 and 0.29649, against 0.01255, 0.07686 and 0.29653 from the formula.

**Hydrogenic yields and their limits**

The formula gives 0.035 for aluminium, 0.229 for titanium, 0.473 for copper and 0.798 for molybdenum. These are results of the bare-nucleus model. To size what it omits, the rates were recomputed with Hartree-Fock-Slater orbitals. In that method each electron moves in the field of the nucleus, the average field of all electrons, and an exchange potential that depends on the local density; far out, the attraction is kept at least as strong as that of a single positive charge. The potential of the neutral atom was kept frozen during the decay. Electrons of the M shell could now take part, while the 4s electrons shaped the potential but did not decay.

Define an effective constant a_eff = Z⁴Γ_A/Γ_r from these rates. The results are

Mg: yield 0.035, hydrogenic 0.026, a_eff = 5.7×10⁵
Ca: yield 0.180, hydrogenic 0.169, a_eff = 7.3×10⁵
Cu: yield 0.473, hydrogenic 0.473, a_eff = 7.9×10⁵.

The effective constant drifts by nearly 40 % from magnesium to copper, relative to magnesium. The independence of Z is thus a property of the hydrogenic model and an approximation for atoms. For magnesium the hydrogenic yield lies 27 % below the Hartree-Fock-Slater value, for calcium 6 %. These gaps compare two models, and the reference is itself too high: published yields are roughly 0.03 for magnesium and 0.16 to 0.17 for calcium, so the hydrogenic value is some 12 to 14 % low for magnesium and close for calcium.

The close agreement for copper does not mean that the hydrogenic rates are accurate. Expressed as widths ħΓ, they are 0.875 eV for photons and 0.974 eV for Auger electrons, while the Hartree-Fock-Slater values are 0.647 eV and 0.721 eV. Both hydrogenic rates are too large by a factor of about 1.35 relative to this reference, and the factor cancels in the yield.

The parts can be separated. With L electrons alone, the screened rates are 0.577 eV and 0.575 eV, and the yield would be 0.501. The M shell adds 0.070 eV to the radiative rate but 0.146 eV to the Auger rate, and this brings the yield down to 0.473. The drop of the L-shell radiative rate from 0.875 to 0.577 eV has two causes. The photon energy falls from 8582 to 7900 eV, which by the cube in (4) gives a factor 0.78. The remaining factor, 0.845, is the reduction of the squared dipole integral.

A finer grid and a larger basis changed the copper yield by 3×10⁻⁵. This measures numerical convergence, not the accuracy of the physics. The widths depend on the model by up to about ten per cent: the L-shell radiative part, 0.577 eV here, becomes 0.594 eV with Hartree-Fock orbitals of the Cu⁺ ion and about 0.625 eV when those orbitals relax around the 1s hole, with the photon energy taken as the difference of the self-consistent energies of the 1s-hole and 2p-hole ions. Within the Hartree-Fock-Slater method, an exchange potential of two thirds the strength gives 0.559 eV and a potential relaxed around the 1s hole gives 0.639 eV. The Auger width moves in step, from 0.70 to 0.79 eV, so the copper yield stays between 0.471 and 0.475; its third digit depends on the model. The reference still omits relativity, the contraction of the orbitals around the hole, correlation, the splitting of the two-hole states and the effect of the solid. The natural scale of relativistic corrections is (Zα)², which is 0.045 for copper and 0.094 for molybdenum; the coefficients that multiply it were not computed.

**A copper film under a proton beam**

Take a film of 100 nm under a charge of 1 μC of 3 MeV protons. The other inputs are illustrative: 8.5×10²² atoms/cm³, an ionization cross section of 50 barn for the K shell, and a detected fraction of 10⁻³, which combines solid angle and detector efficiency. The cross section is deliberately low. For copper at 3 MeV it is of the order of 200 barn, which would make the count about four times larger and its relative noise about half as large, but would not change the comparison of yields. Incidence and detection are taken along the film normal.

The number of protons is the charge divided by the elementary charge, 6.242×10¹². The areal density is 8.5×10²² × 10⁻⁵ = 8.5×10¹⁷ atoms/cm². With 50 barn = 5×10⁻²³ cm², the number of vacancies is

6.242×10¹² × 8.5×10¹⁷ × 5×10⁻²³ = 2.65×10⁸.

The hydrogenic yield predicts

2.65×10⁸ × 10⁻³ × 0.4733 = 1.25×10⁵ detected photons,

and the Hartree-Fock-Slater yield 0.1 % fewer. To find a thickness from a measured count, divide the count by the number of photons expected per nanometre. The inferred thickness is then inversely proportional to the assumed yield. Counts generated with the Hartree-Fock-Slater yield and analysed with the hydrogenic one give 99.9 nm instead of 100 nm.

This small difference compares two models and is not the error of a real analysis. Published values for the fluorescence yield of copper lie at roughly 0.44 to 0.45. A count produced with a yield of 0.44 but analysed with 0.473 would give 100 nm × 0.44/0.473, or about 93 nm. For quantitative work, an evaluated yield should therefore replace the hydrogenic one. Comparing two elements does not remove the error: the ratio of the magnesium yield to the copper yield is 27 % lower in the hydrogenic model than in the Hartree-Fock-Slater calculation, and roughly 15 to 20 % lower than the ratio of published yields. The uncertainties of the cross section, the detected fraction and the charge enter the thickness in full, and the values of the first two used here are only illustrative. The same holds for the atomic density: the count fixes only the number of atoms per unit area, and a deposited film can be less dense than bulk copper.

Three other effects are small for this film. Counting noise is 1/√(1.25×10⁵), or 0.28 %. With a rough attenuation coefficient of 450 per cm for the emitted X-rays, the mean loss is half the coefficient times the thickness, 0.22 %. With a stopping power of 70 keV/μm, the protons lose 7 keV, or 0.23 % of their energy. This is an upper estimate, since the stopping power of copper at 3 MeV is closer to 55 keV/μm. The last two grow in proportion to thickness while they remain small, so a film of several micrometres needs both corrections.

The yield ω_K counts all K-shell photons. In the hydrogenic model they all come from the 2p shell and belong to the Kα line. In the Hartree-Fock-Slater calculation for copper, Kα makes up 0.577/0.647 = 89 % of them. If the detector software integrates the Kα peak alone, the yield must be multiplied by this fraction, or the film will appear too thin by about a tenth.

The numerical output below lists the values behind these results.

Numbers as computed

```
1s-2p radial dipole integral, Z=1: 1.29027 bohr
Radiative rate / Z^4: 4.54870e-08 hartree/hbar
Radiative rate / Z^4: 1.8805e+09 1/s
R^0(1s 2s; eps l=0, 2s): +0.019897 (atomic units)
R^0(1s 2s; eps l=1, 2p): +0.017587 (atomic units)
R^1(1s 2p; eps l=1, 2s): +0.031026 (atomic units)
R^1(1s 2p; eps l=0, 2p): -0.029994 (atomic units)
R^1(1s 2p; eps l=2, 2p): +0.073445 (atomic units)
Auger rate, holes 2s2s: 0.002488 hartree/hbar
Auger rate, holes 2s2p: 0.008836 hartree/hbar
Auger rate, holes 2p2p: 0.024479 hartree/hbar
Auger rate, KLL total: 0.035802 hartree/hbar
Auger width, KLL total: 0.9742 eV
Auger rate, KLL total: 1.4801e+15 1/s
Explicit spin-orbital sum: 0.035802 hartree/hbar
Box / continuum strength, l=2: 1.00001
Inverse fine-structure constant: 137.0360
Constant a: 7.8709e+05
Z at yield one half: 29.79
Solver Z=10: rad 0.01238 eV, Auger 0.97423 eV, yield 0.01255, formula 0.01255
Solver Z=16: rad 0.08112 eV, Auger 0.97424 eV, yield 0.07686, formula 0.07686
Solver Z=24: rad 0.41066 eV, Auger 0.97441 eV, yield 0.29649, formula 0.29653
Hydrogenic yield Al (Z=13): 0.0350
Hydrogenic yield Ti (Z=22): 0.2294
Hydrogenic yield Cu (Z=29): 0.4733
Hydrogenic yield Mo (Z=42): 0.7981
Cu hydrogenic radiative width: 0.8754 eV
Cu hydrogenic K-alpha energy: 8582 eV
HFS Mg (Z=12): yield 0.0352, hydrogenic 0.0257, a_eff 5.684e+05
HFS Ca (Z=20): yield 0.1797, hydrogenic 0.1689, a_eff 7.304e+05
HFS Cu (Z=29): yield 0.4728, hydrogenic 0.4733, a_eff 7.887e+05
HFS Cu K-alpha energy: 7900 eV
HFS Cu K-alpha width part: 0.5771 eV
HFS Cu all radiative: 0.6469 eV
HFS Cu KLL Auger: 0.5751 eV
HFS Cu all Auger: 0.7214 eV
HFS Cu yield with L shell only: 0.5009
HFS Cu yield shift, finer grid and basis: +2.7e-05
Relativity scale (Z alpha)^2: Cu 0.0448, Mo 0.0939
Film: 100 nm Cu, 8.5e+22 atoms/cm3
Beam: 3 MeV protons, 1 uC, 6.242e+12 protons
K ionization cross section (rough): 50 barn
Areal density: 8.50e+17 atoms/cm2
K vacancies: 2.653e+08; detected fraction 1e-03
Detected photons: hydrogenic 1.255e+05, HFS 1.254e+05
Thickness from HFS counts with hydrogenic yield: 99.9 nm
Counting noise: 0.28 %
Mean self-absorption at 450 /cm (rough): 0.22 %
Proton energy loss at 70 keV/um (rough): 7.0 keV, 0.23 %
```
